**Tunnelling through a Schottky contact smaller than its depletion width**

The program studies a hemispherical contact of radius *a* on n-type silicon, where *W* is the planar depletion width, *R* the outer depletion radius, *U(r)* the barrier, *S* the WKB action and *gain* the conductance per contact area divided by its thermionic part without image force. It asserts that the closed barrier profile agrees with an inward integration of Poisson's equation, and that this barrier lies below both the planar barrier and the Coulomb barrier. It compares the closed actions with quadrature, and WKB transmission with the radial Schrödinger equation at two radii. It also asserts the favoured tunnelling depth at large radius, the harmonic potential of a flat disc, and the reduction of the two-energy integral to the simple gain. For *a* = 5 nm and 10¹⁷ donors per cm³ at 300 K, the half-height thickness is 3.4 nm against 23.9 nm for a plane, and the gain is 622 against 2.7. Lowering the doping a hundredfold at fixed radius changes the small contact's thickness only to 4.6 nm, though its gain falls to 56. Further lines size the image force, mobile electrons, angular motion, anisotropic mass, temperature, dopant number and spreading resistance; the choice of mass alone moves the contact-to-plane ratio between about 24 and 424.

## Program and output

```python
# RESULT UNDER TEST: a hemispherical Schottky contact of radius a much smaller
# than the planar depletion width W has a barrier whose thickness is set by a,
# not by doping, and this raises the tunnelling conductance per contact area.
# Symbols: U(r) electron energy above the bulk conduction-band edge, psi = U(a),
# R outer depletion radius, N donor density, S WKB action (transmission exp(-S)),
# gain = conductance per area / thermionic conductance per area without image force.
# Internal units: nm and eV. Silicon values are rough typical ones.
import numpy as np
from scipy import constants as sc
from scipy.integrate import trapezoid, quad, solve_ivp, solve_bvp
from scipy.optimize import brentq, minimize_scalar

HB2 = sc.hbar**2 / sc.m_e / sc.e * 1e18          # hbar^2/m_e in eV nm^2
EPS_R, PHI, MASS, VALLEYS, GAP, MOBILITY = 11.7, 0.65, 0.26, 6, 1.12, 700.0
Q2EPS = sc.e / (sc.epsilon_0 * EPS_R) * 1e9      # q^2/eps in eV nm
KB = sc.k / sc.e


def bulk(N_cm3, T=300.0):
    """Return kT, band-edge distance zeta, psi and planar width W."""
    kT = KB * T
    Nc = 2 * VALLEYS * (MASS * kT / (2 * np.pi * HB2))**1.5
    zeta = kT * np.log(Nc / (N_cm3 * 1e-21))
    psi = PHI - zeta
    return kT, zeta, psi, np.sqrt(2 * psi / (Q2EPS * N_cm3 * 1e-21))


def outer_radius(a, W):
    return brentq(lambda R: (R - a)**2 * (2 * R + a) - 3 * a * W**2, a, a + W)


def profile(r, a, psi, W):
    R = outer_radius(a, W)
    return psi * (r**2 / 3 + 2 * R**3 / (3 * r) - R**2) / W**2


def barrier(a, psi, W, n=3000):
    """Depth x below the contact and barrier U; a=None means a planar contact."""
    s = np.linspace(0, 1, n)**2
    if a is None:
        return W * s, psi * (1 - s)**2
    x = (outer_radius(a, W) - a) * s
    return x, profile(a + x, a, psi, W)


def action(x, U, E, m=MASS):
    E = np.atleast_1d(E)
    k = np.sqrt(2 * m / HB2 * np.maximum(U[None, :] - E[:, None], 0))
    return 2 * trapezoid(k, x, axis=1)


def weight(x, U, psi, kT, m=MASS, nE=500):
    E = np.linspace(0, psi, nE)
    return E, np.exp((psi - E) / kT - action(x, U, E, m))


def gain(x, U, psi, kT, m=MASS, nE=500):
    E, w = weight(x, U, psi, kT, m, nE)
    return 1 + trapezoid(w, E) / kT


def half_thickness(x, U, psi):
    return np.interp(psi / 2, U[::-1], x[::-1])


N0, A0 = 1e17, 5.0
kT, zeta, psi, W = bulk(N0)
R = outer_radius(A0, W)
x5, U5 = barrier(A0, psi, W)
xp, Up = barrier(None, psi, W)

# Electrostatics: integrate Poisson's equation inward from the depletion edge.
K = Q2EPS * N0 * 1e-21
ode = solve_ivp(lambda r, y: [y[1], K - 2 * y[1] / r], [R, A0], [0, 0],
                rtol=1e-10, atol=1e-12, dense_output=True)
assert abs(ode.y[0, -1] / psi - 1) < 1e-6
assert np.max(np.abs(ode.sol(A0 + x5)[0] - U5)) < 1e-5
slope5 = -ode.y[1, -1]
assert np.all(U5 <= psi * A0 / (A0 + x5) + 1e-10)
assert np.all(U5 <= psi * (1 - x5 / W)**2 + 1e-10)
t5, tp = half_thickness(x5, U5, psi), half_thickness(xp, Up, psi)
t_formula = A0 / (1 + 2 * R**2 / W**2)
assert abs(t_formula / t5 - 1) < 0.03
assert abs(tp / ((1 - 1 / np.sqrt(2)) * W) - 1) < 1e-3

# Closed WKB actions against direct quadrature.
kappa = np.sqrt(2 * MASS * psi / HB2)


def coulomb_action(e, a):
    return 2 * kappa * a * (np.arccos(np.sqrt(e)) - np.sqrt(e * (1 - e))) / np.sqrt(e)


for e in (0.2, 0.5, 0.8):
    direct = 2 * kappa * A0 * quad(lambda y: np.sqrt(max(1 / y - e, 0)), 1, 1 / e)[0]
    assert abs(direct / coulomb_action(e, A0) - 1) < 1e-5
    plane = kappa * W * (np.sqrt(1 - e) - e * np.arccosh(1 / np.sqrt(e)))
    assert abs(action(xp, Up, e * psi)[0] / plane - 1) < 2e-3


# Radial Schroedinger equation (zero angular momentum) against WKB.
def exact_transmission(a, E):
    k = np.sqrt(2 * MASS * E) / np.sqrt(HB2)
    f = lambda r, y: [y[1], 2 * MASS / HB2 * (profile(r, a, psi, W) - E) * y[0]]
    s = solve_ivp(f, [outer_radius(a, W), a], np.array([1, 1j * k], complex),
                  method="DOP853", rtol=1e-8, atol=1e-10)
    u, du = s.y[:, -1]
    return 1 / abs((u + du / (1j * k)) / 2)**2


wave = {}
for a in (4.0, 8.0):
    S = action(*barrier(a, psi, W), psi / 2)[0]
    wave[a] = (exact_transmission(a, psi / 2), S)
    # matching to an equal wave number on the metal side gives prefactor 2
    assert abs(wave[a][0] / (2 * np.exp(-S)) - 1) < 0.25
slope_ratio = np.log(wave[4.0][0] / wave[8.0][0]) / (wave[8.0][1] - wave[4.0][1])
assert abs(slope_ratio - 1) < 0.06

# Favoured depth below the top, in the large-radius regime, and onset radius.
a_onset = psi * np.sqrt(HB2 / (8 * MASS)) / kT**1.5
a_big = 60.0
depth_formula = HB2 * (psi / a_big)**2 / (8 * MASS * kT**2)
found = minimize_scalar(lambda d: coulomb_action(1 - d / psi, a_big) - d / kT,
                        bounds=(1e-6, 0.1 * psi), method="bounded",
                        options={"xatol": 1e-9}).x
assert abs(found / depth_formula - 1) < 0.06
far = np.linspace(0, 1, 6000)**3


def coulomb_gain(a):
    x = 400 * a * far
    return gain(x, psi * a / (a + x), psi, kT)


gain_onset = coulomb_gain(a_onset)
assert 2 < gain_onset < 8


# Flat disc: potential is harmonic, equals 1 on the disc, and is even in z.
def disc(p, z):
    return 2 / np.pi * np.arcsin(2 / (np.hypot(p - 1, z) + np.hypot(p + 1, z)))


h = 1e-3
for p, z in ((0.4, 0.5), (1.3, 0.4), (2.0, 1.5)):
    lap = ((disc(p + h, z) + disc(p - h, z) + disc(p, z + h) + disc(p, z - h)
            - 4 * disc(p, z)) / h**2 + (disc(p + h, z) - disc(p - h, z)) / (2 * h * p))
    assert abs(lap) < 1e-4
assert abs(disc(0.6, 0.0) - 1) < 1e-6
assert abs(disc(1.5, h) - disc(1.5, 0)) / h < 1e-2
xd = 400 * A0 * far
Ud = psi * disc(0.0, xd / A0)
t_disc = half_thickness(xd, Ud, psi)
assert abs(t_disc / A0 - 1) < 1e-3
gain_disc, gain_coul = gain(xd, Ud, psi, kT), coulomb_gain(A0)

# Main gains and mesh convergence.
g5, gp = gain(x5, U5, psi, kT), gain(xp, Up, psi, kT)
g5_fine = gain(*barrier(A0, psi, W, 6000), psi, kT, nE=1000)
mesh_shift = abs(g5_fine / g5 - 1)
assert mesh_shift < 5e-3 and g5 / gp > 10
E, w5 = weight(x5, U5, psi, kT, nE=2000)
E_peak = E[np.argmax(w5)]
width_peak = np.interp(E_peak, U5[::-1], x5[::-1])
width_plane = np.interp(E_peak, Up[::-1], xp[::-1])


# Angular motion: transverse energy Et at the contact falls as (a/r)^2 outside.
def angular_setup(a):
    x, U = barrier(a, psi, W, 1300)
    tail = np.linspace(x[-1], x[-1] + 3 * outer_radius(a, W), 200)[1:]
    return np.r_[x, tail], np.r_[U, 0 * tail], np.linspace(1e-3, psi + 15 * kT, 180)


def energy_integral(x, U, E, a, Et, conserved=False):
    shape = np.ones_like(x) if conserved else (a / (a + x))**2
    T = np.exp(-action(x, U + Et * shape, E))
    if conserved:
        T = np.where(E > Et, T, 0)
    return trapezoid(T * np.exp((psi - E) / kT), E)


def gain_angular(a, conserved=False):
    x, U, E = angular_setup(a)
    Et = np.linspace(0, 20 * kT, 140)
    return trapezoid([energy_integral(x, U, E, a, t, conserved) for t in Et], Et) / kT**2


def gain_channels(a):
    """Hard wall at the free surface leaves l channels for angular momentum l."""
    x, U, E = angular_setup(a)
    unit, total, l = HB2 / (2 * MASS * a**2), 0.0, 1
    while l * (l + 1) * unit < 20 * kT:
        total += l * energy_integral(x, U, E, a, l * (l + 1) * unit)
        l += 1
    return 2 * unit * total / kT**2


assert abs(gain_angular(A0, True) / g5 - 1) < 0.04
g_ang, g_chan = gain_angular(A0), gain_channels(A0)
assert g_ang > g5
ratio_small, ratio_large = g_chan / g_ang, gain_channels(40.0) / gain_angular(40.0)
assert abs(ratio_large - 1) < abs(ratio_small - 1) and ratio_large > 0.85

# Image force: grounded-sphere energy checked by integrating the image force.
c_img = Q2EPS / (8 * np.pi)
work = quad(lambda r: Q2EPS / (4 * np.pi) * (A0 / r) / (r - A0**2 / r)**2, 7, np.inf)[0]
assert abs(work / (c_img * A0 / (49 - A0**2)) - 1) < 1e-6
Ui = U5[1:] - c_img * A0 / ((A0 + x5[1:])**2 - A0**2)
Upi = Up[1:] - c_img / (2 * xp[1:])
g5_img, gp_img = gain(x5[1:], Ui, psi, kT), gain(xp[1:], Upi, psi, kT)

# Mobile electrons: nonlinear Poisson-Boltzmann profile.
debye = np.sqrt(kT / K)
r_mesh = A0 + (R + 10 * debye - A0) * np.linspace(0, 1, 400)**1.5
guess = np.where(r_mesh < R, profile(r_mesh, A0, psi, W), 0) / kT
pb = solve_bvp(lambda r, y: np.vstack((y[1], (1 - np.exp(-np.maximum(y[0], -5)))
                                     / debye**2 - 2 * y[1] / r)),
               lambda ya, yb: np.array([ya[0] - psi / kT, yb[0]]),
               r_mesh, np.vstack((guess, np.gradient(guess, r_mesh))),
               tol=1e-5, max_nodes=20000)
assert pb.success
x_pb = (r_mesh[-1] - A0) * np.linspace(0, 1, 3000)**2
U_pb = kT * pb.sol(A0 + x_pb)[0]
g_pb, t_pb = gain(x_pb, U_pb, psi, kT), half_thickness(x_pb, U_pb, psi)
assert abs(t_pb / t5 - 1) < 0.2

# Absolute conductance per contact area, and other sizes.
rich = 4 * np.pi * sc.e * sc.m_e * sc.k**2 / sc.h**3 * VALLEYS * MASS
G_th = rich * 300.0**2 * np.exp(-PHI / kT) / kT * 1e-4       # S/cm2
G_spread = sc.e * N0 * MOBILITY * (R * 1e-7) / (A0 * 1e-7)**2
dopants = 2 * np.pi / 3 * (R**3 - A0**3) * N0 * 1e-21
dopants_barrier = 2 * np.pi / 3 * ((A0 + t5)**3 - A0**3) * N0 * 1e-21
assert G_spread > 100 * G_th * g5

print(f"Inputs: barrier {PHI} eV, eps_r {EPS_R}, mass {MASS}, valleys {VALLEYS}")
print(f"Inputs: N {N0:.0e} cm^-3, radius {A0} nm, T 300 K, kT {kT:.5f} eV")
print(f"Band edge above Fermi level {zeta:.3f} eV; psi {psi:.3f} eV")
print(f"Planar width W {W:.1f} nm; outer radius R {R:.1f} nm")
print(f"(R/W)^2 = {(R/W)**2:.3f}; kappa {kappa:.3f} 1/nm")
print(f"Half-height thickness: contact {t5:.2f} nm, plane {tp:.2f} nm")
print(f"Half-height thickness from short formula {t_formula:.2f} nm")
print(f"Peak field: contact {slope5*10:.2f} MV/cm, plane {2*psi/W*10:.3f} MV/cm")
S5, Sp = action(x5, U5, psi / 2)[0], action(xp, Up, psi / 2)[0]
print(f"Action S at E=psi/2: contact {S5:.2f}, plane {Sp:.2f}")
for a in (4.0, 8.0):
    print(f"Wave equation a={a:.0f} nm: T {wave[a][0]:.3e}, 2exp(-S) {2*np.exp(-wave[a][1]):.3e}")
print(f"Log-slope ratio, wave equation / WKB: {slope_ratio:.3f}")
print(f"Onset radius {a_onset:.1f} nm; Coulomb-barrier gain there {gain_onset:.2f}")
print(f"Favoured depth at a=60 nm: search {found*1e3:.2f}, formula {depth_formula*1e3:.2f} meV")
print(f"Gain: contact {g5:.1f}, plane {gp:.2f}, ratio {g5/gp:.1f}")
print(f"Relative mesh-doubling shift of gain {mesh_shift:.1e}")
print(f"Favoured energy {psi-E_peak:.3f} eV below top")
print(f"Thickness at that energy: contact {width_peak:.2f} nm, plane {width_plane:.2f} nm")
print(f"Conductance/area: contact {G_th*g5:.3g}, plane {G_th*gp:.3g} S/cm2")
print(f"Thermionic part alone {G_th:.3g} S/cm2")
print(f"Conductance of one contact {G_th*g5*2*np.pi*(A0*1e-7)**2:.2e} S")
print("Radius sweep at N=1e17 cm^-3: a nm, half-thickness nm, gain, gain/plane")
last = np.inf
for a in (5.0, 10.0, 20.0, 40.0, 80.0, 400.0):
    x, U = barrier(a, psi, W)
    g = gain(x, U, psi, kT)
    assert gp < g < last
    last = g
    print(f"  {a:5.0f} {half_thickness(x, U, psi):7.2f} {g:9.2f} {g/gp:8.2f}")
print("Doping sweep at a=5 nm: N, psi eV, W nm, t contact, t plane nm, gain, plane gain")
ts = []
for N in (1e15, 1e16, 1e17):
    _, _, ps, w = bulk(N)
    x, U = barrier(A0, ps, w)
    X, V = barrier(None, ps, w)
    ts.append((half_thickness(x, U, ps), half_thickness(X, V, ps)))
    print(f"  {N:.0e} {ps:.3f} {w:.1f} {ts[-1][0]:.2f} {ts[-1][1]:.1f} "
          f"{gain(x, U, ps, kT):.1f} {gain(X, V, ps, kT):.2f}")
assert ts[0][0] / ts[2][0] < 1.5 and ts[0][1] / ts[2][1] > 8
print(f"No space charge, a=5 nm: gain hemisphere {gain_coul:.1f}, disc centre {gain_disc:.1f}")
print(f"Disc half-height thickness on axis {t_disc:.2f} nm")
print(f"Image force: top lowered {psi-Ui.max():.3f} eV contact, {psi-Upi.max():.3f} eV plane")
print(f"Gain with image force: contact {g5_img:.0f}, plane {gp_img:.2f}, ratio {g5_img/gp_img:.0f}")
print(f"Mobile electrons: Debye length {debye:.1f} nm, half-thickness {t_pb:.2f} nm, gain {g_pb:.1f}")
print(f"Gain with transverse-energy conversion {g_ang:.1f}; with discrete channels {g_chan:.1f}")
print(f"Discrete/continuous channels: {ratio_small:.2f} at 5 nm, {ratio_large:.2f} at 40 nm")
for m in (0.19, 0.98):
    ga, gb = gain(x5, U5, psi, kT, m), gain(xp, Up, psi, kT, m)
    print(f"Tunnelling mass {m}: gain contact {ga:.2f}, plane {gb:.2f}, ratio {ga/gb:.2f}")
for T in (200.0, 400.0):
    k, _, ps, w = bulk(N0, T)
    ga, gb = gain(*barrier(A0, ps, w), ps, k), gain(*barrier(None, ps, w), ps, k)
    print(f"T={T:.0f} K: gain contact {ga:.4g}, plane {gb:.3g}, ratio {ga/gb:.4g}")
print(f"Mean dopant number: depleted region {dopants:.1f}, inside half-thickness {dopants_barrier:.3f}")
print(f"Spreading conductance/area {G_spread:.2e} S/cm2 (mobility {MOBILITY:.0f} cm2/Vs)")
print(f"Band bending {psi:.3f} eV against gap {GAP} eV")
print(f"Bulk conduction edge above contact valence edge by {zeta-(PHI-GAP):.3f} eV")
print("PASS")
```

It prints:

```
Inputs: barrier 0.65 eV, eps_r 11.7, mass 0.26, valleys 6
Inputs: N 1e+17 cm^-3, radius 5.0 nm, T 300 K, kT 0.02585 eV
Band edge above Fermi level 0.137 eV; psi 0.513 eV
Planar width W 81.5 nm; outer radius R 39.4 nm
(R/W)^2 = 0.234; kappa 1.871 1/nm
Half-height thickness: contact 3.44 nm, plane 23.86 nm
Half-height thickness from short formula 3.40 nm
Peak field: contact 1.26 MV/cm, plane 0.126 MV/cm
Action S at E=psi/2: contact 5.40, plane 40.61
Wave equation a=4 nm: T 2.217e-02, 2exp(-S) 2.190e-02
Wave equation a=8 nm: T 8.860e-04, 2exp(-S) 8.734e-04
Log-slope ratio, wave equation / WKB: 0.999
Onset radius 23.6 nm; Coulomb-barrier gain there 4.37
Favoured depth at a=60 nm: search 3.93, formula 4.01 meV
Gain: contact 622.4, plane 2.72, ratio 228.5
Relative mesh-doubling shift of gain 9.8e-07
Favoured energy 0.239 eV below top
Thickness at that energy: contact 3.06 nm, plane 21.94 nm
Conductance/area: contact 4.89, plane 0.0214 S/cm2
Thermionic part alone 0.00786 S/cm2
Conductance of one contact 7.68e-12 S
Radius sweep at N=1e17 cm^-3: a nm, half-thickness nm, gain, gain/plane
      5    3.44    622.45   228.54
     10    5.68     67.95    24.95
     20    8.72     15.97     5.86
     40   12.30      6.99     2.57
     80   15.85      4.47     1.64
    400   21.47      3.03     1.11
Doping sweep at a=5 nm: N, psi eV, W nm, t contact, t plane nm, gain, plane gain
  1e+15 0.394 713.8 4.55 209.1 56.3 1.18
  1e+16 0.454 242.2 4.14 70.9 143.7 1.49
  1e+17 0.513 81.5 3.44 23.9 622.4 2.72
No space charge, a=5 nm: gain hemisphere 164.1, disc centre 90.7
Disc half-height thickness on axis 5.00 nm
Image force: top lowered 0.116 eV contact, 0.039 eV plane
Gain with image force: contact 1941, plane 7.20, ratio 270
Mobile electrons: Debye length 12.9 nm, half-thickness 3.61 nm, gain 507.5
Gain with transverse-energy conversion 1272.3; with discrete channels 934.9
Discrete/continuous channels: 0.73 at 5 nm, 0.95 at 40 nm
Tunnelling mass 0.19: gain contact 1323.62, plane 3.12, ratio 423.83
Tunnelling mass 0.98: gain contact 44.47, plane 1.82, ratio 24.46
T=200 K: gain contact 6.838e+05, plane 5.91, ratio 1.156e+05
T=400 K: gain contact 40.49, plane 1.97, ratio 20.58
Mean dopant number: depleted region 12.8, inside half-thickness 0.100
Spreading conductance/area 1.77e+08 S/cm2 (mobility 700 cm2/Vs)
Band bending 0.513 eV against gap 1.12 eV
Bulk conduction edge above contact valence edge by 0.607 eV
PASS
```
